# Repeating lateral overgrowth does not by itself square the defect reduction

Suppose a leakage or lifetime calculation needs the dislocation density of a layer that has been overgrown twice through a stripe mask. The first overgrowth passed one quarter of the dislocations. Should the second step be entered as another factor of one quarter, and does it matter where the second mask is placed? For vertical dislocations the placement decides everything: the second factor can be one, one quarter or zero with the same mask.

## The belief and its appeal

In lateral overgrowth, a crystal is covered by a mask with open stripes. New crystal grows up through the windows and then sideways over the mask until neighbouring wings meet. Let the period be \(p\), the window width \(w\), and the open fraction

\[
f=\frac{w}{p}. \tag{1}
\]

The belief is that a mask passes a fraction \(f\) of the dislocations, so two such masks pass \(f^2\). This is how filters in series behave when each treats what reaches it without regard to its history. The first step seems to confirm the rule, since a uniform density \(\rho_0\) does become a mean density \(f\rho_0\). The square is even correct for some arrangements of two masks, as shown below. What it needs is a condition on positions, which repetition of the process does not supply.

## What one mask does

Take straight threading dislocations that run vertically, along the growth direction. A dislocation cannot end inside a perfect crystal, but it can end at a surface or at the boundary with an amorphous mask. A line that meets the underside of the mask therefore stops there, while a line that meets a window continues into the new crystal. The wing is fed from the side, and a vertical line in the window never enters it. At first I also assume that no lines bend, react or are created, and that the mask has negligible thickness.

Let \(x\) be the coordinate across the stripes, with one window at \(0\le x<w\). Define \(\chi(x)=1\) in the windows and \(\chi(x)=0\) elsewhere, repeated with period \(p\). The local density after the first overgrowth is

\[
\rho_1(x)=\rho_0\,\chi(x). \tag{2}
\]

Its mean over one period is

\[
\bar\rho_1=\frac1p\int_0^p\rho_0\chi(x)\,dx=\frac{\rho_0w}{p}=f\rho_0 . \tag{3}
\]

The lengths may be read in bohr and the densities in bohr\(^{-2}\), as in atomic units. No physical constant enters, so the same equations hold in nm.

Equations (2) and (3) contain the source of the error. The mean has fallen to \(f\rho_0\), but nowhere is the local density \(f\rho_0\) when \(0<f<1\): it is still \(\rho_0\) above the windows and zero above the wings. Multiplying by \(f\) again treats the surviving lines as if they had been spread evenly over the surface.

## What the second mask does

Place an identical mask, with parallel stripes, on the finished layer and shift it by \(s\). Its window function is \(\chi(x-s)\). A line survives both masks if both functions equal one at its position, so the mean density is \(\rho_0T(s)\) with

\[
T(s)=\frac1p\int_0^p\chi(x)\,\chi(x-s)\,dx . \tag{4}
\]

For aligned windows \(s=0\). Since \(\chi\) is either zero or one, \(\chi^2=\chi\), and

\[
T(0)=\frac1p\int_0^p\chi(x)\,dx=f. \tag{5}
\]

The second mask stops nothing, because every line it could stop has already been stopped. The same holds for any number \(N\) of aligned masks, since \(\chi^N=\chi\).

For other offsets the integral is a length of overlap. Replacing \(x\) by \(x+s\) in (4) gives \(T(s)=T(-s)\), so only the shortest periodic distance \(d\) between window origins matters, with \(0\le d\le p/2\). Two copies of the second window can meet the first window \([0,w)\):

- The copy \([d,d+w)\) overlaps it from \(d\) to \(w\), a length \(w-d\) if this is positive.
- The copy one period to the left, \([d-p,d-p+w)\), overlaps it from \(0\) to \(w+d-p\), if this is positive.

The next copy to the right starts at \(d+p\ge w\) and cannot contribute. Hence

\[
T=\frac{\max(0,w-d)+\max(0,w+d-p)}{p}. \tag{6}
\]

If \(f\le1/2\), then \(w+d-p\le p/2+p/2-p=0\), and the second term vanishes. The first vanishes once \(d\ge w\). The second windows then lie wholly over wings and no inherited line passes.

If \(f>1/2\), the windows are wider than the mask stripes and some overlap is unavoidable. Here \(w>p/2\ge d\), so the first term is \(w-d\). The sum decreases with \(d\) until \(d=p-w\), where the second term starts. From there to \(d=p/2\) the sum is constant:

\[
T_{\min}=\frac{(w-d)+(w+d-p)}p=2f-1 . \tag{7}
\]

This is still no larger than the square, because

\[
f^2-(2f-1)=(1-f)^2\ge0. \tag{8}
\]

A window of 8000 nm in a period of 12000 nm illustrates this case. Its open fraction is 0.6667 and its square 0.4444, but the best offset passes \(2(0.6667)-1=0.3333\). Two masks of this shape cannot clear the surface of inherited lines at any parallel offset.

## Where the square is right

Suppose the second mask is placed without regard to the first, so that all offsets are equally likely. Averaging (4) over \(s\) and exchanging the order of integration gives

\[
\begin{aligned}
\langle T\rangle
&=\frac1p\int_0^pT(s)\,ds\\
&=\frac1{p^2}\int_0^p\chi(x)\left[\int_0^p\chi(x-s)\,ds\right]dx .
\end{aligned}\tag{9}
\]

The inner integral covers one full period of \(\chi\), so it equals \(w\) for every \(x\). Therefore

\[
\langle T\rangle=\frac{w}{p^2}\int_0^p\chi(x)\,dx=\frac{w^2}{p^2}=f^2 . \tag{10}
\]

The square is thus an average over placements. A sample with exactly parallel masks of equal period has a single offset, and its value may lie anywhere between the minimum and \(f\).

Crossed stripes give the square without averaging over samples. If the second stripes are turned by an angle \(\alpha\), their transverse coordinate is \(u=x\cos\alpha+y\sin\alpha\), where \(y\) runs along the first stripes. Hold \(x\) fixed inside a first window. As \(y\) covers many periods, \(u\) sweeps evenly through the second pattern and is in a window for a fraction \(f\) of the way. Over a large area the passed fraction is \(f\times f\). This is geometry alone. In a hexagonal crystal such as gallium nitride, a turn of 60° keeps the stripes along an equivalent crystal direction, while a turn of 30° or 90° does not, so facets, lateral speed and bending may then differ in the second step.

There is also one parallel offset, up to sign and whole periods, that gives the square for \(0<f<1\). Put \(d=w(1-f)\), which does not exceed \(p/2\) because \(f(1-f)\le1/4\). The second numerator term in (6) is absent, since

\[
w+d-p=p(2f-f^2-1)=-p(1-f)^2\le0 , \tag{11}
\]

and the first gives \(T=[w-w(1-f)]/p=wf/p=f^2\). At this offset the square is a coincidence of geometry and does not show that the masks act independently.

## The numbers for a stripe mask

Take \(p=12000\) nm, \(w=3000\) nm and \(\rho_0=10^9\) cm\(^{-2}\). The typical line spacing, \(\rho_0^{-1/2}\), is 316 nm. This is about a tenth of the window width, so a smooth mean density is a reasonable description when many stripes are averaged.

The open fraction is \(3000/12000=0.25\). One mask leaves

\[
0.25\times10^9=2.5\times10^8\ \mathrm{cm^{-2}}. \tag{12}
\]

The belief predicts \(0.0625\times10^9=6.25\times10^7\) cm\(^{-2}\) after the second mask. Aligned windows leave \(2.5\times10^8\) cm\(^{-2}\), four times the prediction. A third aligned mask changes nothing. With a half-period offset, \(s=6000\) nm, the second windows cover 6000 to 9000 nm, entirely over the wing, and the inherited density is zero. The square is recovered at \(s=3000(1-0.25)=2250\) nm, where the overlap is 750 nm and \(750/12000=0.0625\).

Equation (6) was tested by following lines spaced a third of a nm apart through two masks, for windows of 3000, 6000 and 8000 nm and offsets every 250 nm. The counted fractions agreed with it to within \(10^{-12}\).

For crossed masks, one million random starting points gave 0.0621 at both 90° and 30°. The standard error is \(\sqrt{0.0625\times0.9375/10^6}\approx0.00024\), so these values lie less than two standard errors below 0.0625. A further sample, with sideways drift spread evenly over one period, gave 0.0619, about 2.5 standard errors low. The three samples share their starting points, so their common sign is not three independent pieces of evidence.

## The seam in the middle of the wing

A wing free of inherited lines need not be free of all lines. Wings from neighbouring windows may meet with a small misfit in orientation, and new dislocations can form along the seam.

If both wings grow sideways at speed \(v\), their fronts are at \(w+vt\) and \(p-vt\). Equating them gives \(vt=(p-w)/2\), and the seam lies at

\[
x_{\rm seam}=w+\frac{p-w}{2}=\frac{p+w}{2}. \tag{13}
\]

In the example this is 7500 nm. With equal vertical and lateral speeds the wings meet when the crystal has grown 4500 nm, so a layer height of 5000 nm is sufficient for them to join. The model then takes the surface as level.

The half-period offset now shows a weakness: its window, from 6000 to 9000 nm, is centred on the seam. To avoid both the old window and the seam, the new window must fit into half a wing:

\[
w\le\frac{p-w}{2}\quad\Longrightarrow\quad 3w\le p
\quad\Longrightarrow\quad f\le\frac13 . \tag{14}
\]

The spare length is \((p-w)/2-w=(p-3w)/2\). Dividing it equally between the two sides gives a margin \(m\) and an offset

\[
m=\frac{p-3w}{4},\qquad s=w+m=\frac{p+w}{4}. \tag{15}
\]

Here \(m=750\) nm and \(s=3750\) nm, so the window extends from 3750 to 6750 nm. For \(1/3<f\le1/2\) a parallel mask can avoid the old windows, but not the seam as well.

Let each seam carry \(\lambda\) dislocations per unit length that rise to the surface; lines that run horizontally along the seam are not counted. There is one seam per period, so a length \(L\) of it belongs to an area \(pL\), and the mean density is \(\lambda L/(pL)=\lambda/p\). With an assumed \(\lambda=10^4\) cm\(^{-1}\),

\[
\frac{\lambda}{p}=\frac{10^4\ \mathrm{cm^{-1}}}{12000\times10^{-7}\ \mathrm{cm}}
=8.33\times10^6\ \mathrm{cm^{-2}} . \tag{16}
\]

The second overgrowth forms its own seams, taken to have the same \(\lambda\). With mask shape and layer height held fixed, the total densities are:

- **Aligned:** \(2.583\times10^8\) cm\(^{-2}\), the same as after the first layer. The mask stops the old seam lines, and the new seam replaces them.
- **Half-period offset:** \(1.667\times10^7\) cm\(^{-2}\), from the old and the new seam.
- **Seam-avoiding offset:** \(8.33\times10^6\) cm\(^{-2}\), from the new seam alone.

The last total is about 31 times smaller than the first. Its remaining density is set by how well the wings join, and no choice of offset removes the new seam.

The mean also hides a gain in usable width. After aligned overgrowth, the clean strips between a window and a seam are 4500 nm wide, as they were after the first layer. With the seam-avoiding offset, the model leaves only the new seams, and the clean strips between them are 12000 nm wide. A single device narrow enough for the first kind of strip already has a clean place after the first overgrowth. The second can still make room for more of them: for a device width of 3500 nm, three fit in each period instead of two.

## Lean and placement errors

Real lines need not be vertical. If all lines lean by an angle \(\theta\) across the stripes, they move sideways by \(\delta=h\tan\theta\) in a layer of height \(h\). A line that left the first window at \(x\) reaches the second mask at \(x+\delta\), where the window function is \(\chi(x+\delta-s)=\chi[x-(s-\delta)]\). The passed fraction is therefore \(T(s-\delta)\): a common lean acts like a displaced mask. If \(\delta\) is instead spread evenly over a whole period, (10) applies and the square returns, because the lines have lost the memory of their window.

For an assumed lean of 5° and \(h=5000\) nm, \(\delta=437.4\) nm. Aligned windows then pass

\[
\frac{3000-437.4}{12000}\approx0.214 \tag{17}
\]

instead of 0.25. The lean thus lowers the aligned fraction by about 15% of its value for vertical lines, still far from the reduction to 0.0625. The seam-avoiding window passes no inherited line, because the drift is smaller than its 750 nm margin. The margin is used up at \(\arctan(750/5000)=8.53^\circ\).

A placement error of 500 nm alone also stays within the margin. Combined with the lean in the worst direction, it does not. If the mask moves towards the old window and the lines lean towards the mask opening, the effective offset is \(3750-500-437.4=2812.6\) nm. The overlap is 187.4 nm, the passed fraction 0.0156, and the leak \(1.56\times10^7\) cm\(^{-2}\). If the mask moves towards the seam and the seam lines lean towards the opening through the full layer height, the old seam gets through instead and adds \(8.33\times10^6\) cm\(^{-2}\). These are separate worst cases.

Rotation matters for the same reason. Along a stripe of length \(L\), a small angle \(\alpha\) between the masks changes the offset by \(L\sin\alpha\). The rule for placing the second windows holds over the whole stripe only if this change, together with drift and placement error, stays within the margin.

On a whole wafer this is a severe condition. If the offset is correct at the centre of a 50 mm wafer, a rotation of only 0.0017° uses up the 750 nm margin at the edge, 25 mm away. A rotation of 0.014° changes the offset by a full period from one edge to the other. At 0.1° the offset runs through about seven periods, so the mean over the wafer is close to the square, while the local density still varies from region to region.

A mismatch between the two periods, from the mask scale or from strain in the wafer, also changes the offset with position. A relative mismatch of 30 parts per million shifts the windows by 750 nm over 25 mm, which is the whole margin.

## Bending and reactions

Suppose a fraction \(b\) of the lines in the first windows turns sideways, runs to the seam and rises there, while lines in the second layer stay vertical. Aligned windows pass the unbent part, \((1-b)f\rho_0\). For \(f\le1/2\), the half-period offset passes only the bent part, \(bf\rho_0\). For \(b=0.1\) these are \(2.25\times10^8\) and \(2.5\times10^7\) cm\(^{-2}\), without new seam dislocations. The seam-avoiding offset passes neither, provided the horizontal pieces remain buried.

Strong bending can reverse the order of the first two choices. For \(f\le1/2\), their inherited densities are equal when \(1-b=b\), that is, at \(b=1/2\); above this value the half-period offset is the worse one. Since the half-period window also passes the old seam, the total densities are already equal at \(b=1/2-\lambda/(2pf\rho_0)\), which is 0.483 in the example and 0.333 for a tenfold larger \(\lambda\). The advice to use a half-period shift therefore depends on how the lines run through the first layer.

Lines can also meet and react. Let half of them lean 5° one way and half the other way. Two opposite lines move past each other by \(2\delta\). With an assumed capture radius \(r=10\) nm, a line sweeps an area \(2r\times2\delta\), in which the density of opposite partners is \(\rho_0/2\). The expected number of encounters is

\[
\frac{\rho_0}{2}(4r\delta)=2r\delta\rho_0\approx0.087 . \tag{18}
\]

For two opposite lean directions this is an upper estimate, since lines near a window edge have fewer partners and not every pair can annihilate. If the same lean is shared equally among six directions 60° apart, partners occur at the full density \(\rho_0\) and the mean relative path is \((0+1+\sqrt3+2+\sqrt3+1)\delta/6=1.244\,\delta\), so the count rises to \(2r(1.244\,\delta)\rho_0\approx0.109\). Reactions in the first layer could then lower the aligned density by at most about 11%, and those in a second layer of the same height by at most about as much again. For this radius they do not together produce the missing factor of four. The count grows in proportion to the assumed radius.

## Beside a real process

The dimensions and the starting density are rough values in the regime of gallium nitride grown on sapphire and overgrown through a stripe mask. The seam density, lean and capture radius are assumptions and should be replaced by values for the process at hand. Two departures from the simplest model should be checked for the process at hand: bending, which depends on the facets formed during growth, and the quality of the seams. A tenth of the lines bending raises the inherited density for the half-period offset from zero to \(2.5\times10^7\) cm\(^{-2}\). A tenfold larger \(\lambda\) raises the mean density from one set of seams to \(8.33\times10^7\) cm\(^{-2}\), more than the \(6.25\times10^7\) cm\(^{-2}\) that the squared rule predicts for inherited lines.

For the calculation at the start, the second factor for vertical lines should therefore be \(T(s)/f\), the share of surviving lines that pass the second mask. It multiplies the inherited density \(f\rho_0\). To this product add \(\lambda/p\) for the new seams, and once more for the old seams if parallel second windows lie over them. For crossed masks, or where a rotation carries the offset through many periods, a share \(f\) of the old seam lines passes and this last term is \(f\lambda/p\). A common lean changes this factor to \(T(s-\delta)/f\), and bent lines must be counted at the positions where they reach the second mask. For \(f<1/3\), and with drift, placement error and the changes of offset caused by rotation and period mismatch together inside the margin \(m\), the second windows belong between the old windows and the seams, provided that any bent lines rise only at the seams. If the offset is unknown, \(f^2\) is a fair average over many independently placed masks, but it does not predict the density of a region with one fixed offset. It also describes the mean over a single wafer if a slight rotation carries the offset through many periods. The numerical output below lists the main values for the fixed offsets and the crossed masks; it does not include the whole-wafer estimates.

## Values computed for the example and the checks

```
Period: 12000 nm
Window width: 3000 nm
Layer height: 5000 nm
Open fraction f: 0.2500
Initial density: 1.000e+09 cm^-2
Typical line spacing: 316 nm
Passed fraction, one mask: 0.2500
Passed fraction, two aligned: 0.2500
Passed fraction, three aligned: 0.2500
Passed fraction, half-period offset: 0.0000
Square of open fraction: 0.0625
Average over offsets: 0.0625
Offset that gives the square: 2250 nm
Crossed at 90 deg, sampled: 0.0621
Crossed at 30 deg, sampled: 0.0621
Random drift, sampled: 0.0619
Inherited density, one mask: 2.500e+08 cm^-2
Inherited density, aligned: 2.500e+08 cm^-2
Density if squared: 6.250e+07 cm^-2
Inherited density, half offset: 0.000e+00 cm^-2
Wide-window example width: 8000 nm
Wide-window open fraction: 0.6667
Wide-window square: 0.4444
Wide-window minimum: 0.3333
Seam position: 7500 nm
Height when wings meet: 4500 nm
Seam-avoiding offset: 3750 nm
Margin on each side: 750 nm
Seam line density: 1.000e+04 cm^-1
Mean density from one seam set: 8.333e+06 cm^-2
Total after first layer: 2.583e+08 cm^-2
Total, aligned: 2.583e+08 cm^-2
Total, half offset: 1.667e+07 cm^-2
Total, seam-avoiding: 8.333e+06 cm^-2
Assumed lean: 5.0 deg
Lateral drift from lean: 437.4 nm
Lean that uses up the margin: 8.53 deg
Aligned passed fraction with lean: 0.2136
Seam-avoiding fraction with lean: 0.0000
Assumed placement error: 500 nm
Fraction with placement error only: 0.0000
Worst combined passed fraction: 0.0156
Worst inherited leak: 1.562e+07 cm^-2
Worst old-seam leak: 8.333e+06 cm^-2
Assumed bent share: 0.10
Bending, aligned density: 2.250e+08 cm^-2
Bending, half-offset density: 2.500e+07 cm^-2
Bending, seam-avoiding density: 0.000e+00 cm^-2
Assumed capture radius: 10 nm
Encounters per line, upper estimate: 0.087
```
